# Debugging a numerical check: Two-electron positive-energy projection by complex rotation and by energy cuts

```python
# RESULT UNDER TEST
# Rotate r -> r exp(i theta) in the noninteracting two-electron Dirac problem.
# An eigenvalue E (rest energy included) belongs to two positive-energy
# electrons (++) exactly when w = exp(i theta) E has Re w > 0 and Im w > 0.
# The spectral projector on this wedge gives the no-pair Dirac-Coulomb energy.
# A cut on the real energy axis instead retains mixed (+-) states.
# SYMBOLS (Hartree atomic units)
#   c speed of light, Z point nuclear charge, kappa = -1 (s1/2 electrons)
#   N radial functions per component, lam their exponent, theta rotation angle
#   gam = sqrt(1-(Z/c)^2), the power of r at the nucleus
# Both electrons are s1/2 with J = 0, so 1/r12 acts as 1/max(r1,r2).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import differential_evolution
from scipy.special import (eval_genlaguerre, gammainc, gammaln,
                           roots_genlaguerre)

c = 1.0 / constants.fine_structure
c2 = c * c


def in_wedge(energy, theta):
    w = np.exp(1j * theta) * energy
    return (w.real > 0) & (w.imag > 0)


def radial_polynomials(N, gam, x):
    """Normalized Laguerre polynomials and their derivatives at x = 2 lam r."""
    a = 2 * gam
    f, df = [], []
    for n in range(N):
        norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + a + 1)))
        f.append(norm * eval_genlaguerre(n, a, x))
        df.append(-norm * eval_genlaguerre(n - 1, a + 1, x) if n else 0 * x)
    return np.array(f), np.array(df)


def one_electron(Z, N, lam, gam):
    """Mass part and the part that is multiplied by exp(-i theta)."""
    x, wt = roots_genlaguerre(N + 4, 2 * gam - 1)
    f, df = radial_polynomials(N, gam, x)
    overlap = (f * wt * x) @ f.T
    assert np.allclose(overlap, np.eye(N), atol=1e-9)
    inv_r = 2 * lam * (f * wt) @ f.T
    deriv = 2 * lam * (f * wt) @ ((gam - x / 2) * f + x * df).T
    assert np.allclose(deriv, -deriv.T, atol=1e-7 * lam)
    K = c * (deriv - inv_r)
    mass = np.diag(np.r_[np.full(N, c2), np.full(N, -c2)])
    scaled = np.block([[-Z * inv_r, K.T], [K, -Z * inv_r]])
    return mass, scaled


def rotated(mass, scaled, theta):
    return mass + (scaled if theta == 0 else np.exp(-1j * theta) * scaled)


def repulsion(N, lam, gam):
    """(ab|cd) with kernel 1/r_>, from the charges enclosed by a sphere."""
    m, panels, xmax = 12, 90, 150.0
    t, wt = leg.leggauss(m)
    prim = np.array([leg.legval(t, leg.legint(row, lbnd=-1))
                     for row in np.eye(m)]).T
    cumul = prim @ np.linalg.inv(leg.legvander(t, m - 1))
    edges = np.linspace(np.log(1e-7), np.log(xmax), panels + 1)
    half = (edges[1] - edges[0]) / 2
    total = np.zeros(N * N)
    U = np.zeros((N * N, N * N))
    for left in edges[:-1]:
        x = np.exp(left + half * (t + 1))
        g = radial_polynomials(N, gam, x)[0] * x**gam * np.exp(-x / 2)
        rho = (g[:, None, :] * g[None, :, :] * x).reshape(N * N, m)
        Q = total[:, None] + half * rho @ cumul.T
        U += (Q * (half * wt / x)) @ Q.T
        total = total + half * rho @ wt
    assert np.allclose(total.reshape(N, N), np.eye(N), atol=1e-7)
    U += np.outer(total, total) / xmax
    return 2 * lam * U


def symmetric_pairs(m):
    pairs = [(i, j) for i in range(m) for j in range(i, m)]
    T = np.zeros((m * m, len(pairs)))
    for k, (i, j) in enumerate(pairs):
        T[i * m + j, k] += 1
        T[j * m + i, k] += 1
    return T / np.linalg.norm(T, axis=0), np.array(pairs)


def pair_sum(h, T):
    one = np.eye(len(h))
    return T.T @ (np.kron(h, one) + np.kron(one, h)) @ T


def pair_repulsion(N, lam, gam, T):
    U = repulsion(N, lam, gam)
    G = U.reshape(N, N, N, N).transpose(0, 2, 1, 3)
    V = np.zeros((2, N, 2, N, 2, N, 2, N))
    for p in range(2):
        for q in range(2):
            V[p, :, q, :, p, :, q, :] = G
    return T.T @ V.reshape(4 * N * N, 4 * N * N) @ T, U[0, 0]


def projected_level(H0, V, rule, reference):
    """Project on H0 states chosen by energy; follow the 1s1s level."""
    solver = np.linalg.eigh if np.isrealobj(H0) else np.linalg.eig
    e, X = solver(H0)
    keep = rule(e)
    left = np.linalg.inv(X)[keep]
    right = X[:, keep]
    val, vec = np.linalg.eig(np.diag(e[keep]) + left @ V @ right)
    row = np.argmin(abs(e[keep] - reference))
    weight = abs(vec[row])**2
    k = np.argmax(weight)
    return val[k], weight[k], int(keep.sum()), right @ left


def orbital_no_pair(h, H, T, N):
    """No-pair energy built from ordinary positive-energy orbitals."""
    e, C = np.linalg.eigh(h)
    assert np.sum(e > 0) == N
    B = T.T @ np.kron(C[:, e > 0], C[:, e > 0]) @ symmetric_pairs(N)[0]
    return np.linalg.eigvalsh(B.T @ H @ B)[0]


def label_audit(Z, N, theta):
    """Compare wedge labels with labels of the one-electron summands."""
    gam = np.sqrt(1 - (Z / c)**2)
    e = np.linalg.eigvals(rotated(*one_electron(Z, N, Z, gam), theta))
    w = np.exp(1j * theta) * e
    plus, minus = e[w.real > 0], e[w.real <= 0]
    i, j = np.triu_indices(len(plus))
    lost = np.sum(~in_wedge(plus[i] + plus[j], theta))
    intruding = np.sum(in_wedge(plus[:, None] + minus[None, :], theta))
    return lost, intruding, w[w.real > 0].imag.min() / c2


# ---- wedge rule on the exact continua (unit: rest energy) ----
k = np.r_[0, np.geomspace(1e-2, 300, 220)]
for th in (0.1, 0.3, 0.7, 1.2):
    cont = np.sqrt(1 + k**2 * np.exp(-2j * th))
    plus = np.r_[np.linspace(0.05, 0.999, 30), cont]
    assert in_wedge(plus[:, None] + plus, th).all()
    assert not in_wedge(plus[:, None] - cont, th).any()
    assert not in_wedge(-cont[:, None] - cont, th).any()

# ---- closest approach of ++ and +- for momenta up to kmax (unit: mc) ----
kmax, th_gap = 40.0, 0.3


def branch_distance(v):
    def curve(q):
        return np.sqrt(1 + q * q * np.exp(-2j * th_gap))
    mixed = curve(v[0]) - curve(v[1])
    target = abs((np.exp(1j * th_gap) * mixed).real)
    q1, q2 = v[2] * target, max((1 - v[2]) * target + v[3], 0.0)
    return abs(curve(q1) + curve(q2) - mixed)


search = differential_evolution(
    branch_distance, [(0, kmax), (0, kmax), (0, 1), (-1, 1)],
    seed=3, tol=1e-9, maxiter=500)
gap_formula = 4 * np.sin(2 * th_gap) / kmax
assert abs(search.fun / gap_formula - 1) < 0.03  # law holds for large kmax

# ---- worked model ----
Z, N = 50.0, 12
gam = np.sqrt(1 - (Z / c)**2)
T, pairs = symmetric_pairs(2 * N)
mass, scaled = one_electron(Z, N, Z, gam)
h = rotated(mass, scaled, 0)
e1 = np.linalg.eigvalsh(h)
e1s = e1[e1 > 0][0]
assert abs(e1s - c2 * gam) < 1e-6
V, F0 = pair_repulsion(N, Z, gam, T)
F0_quad = 4 * Z * quad(
    lambda x: np.exp((2 * gam - 1) * np.log(x) - x - gammaln(2 * gam + 1))
    * gammainc(2 * gam + 1, x), 0, 80, epsabs=1e-12, limit=200)[0]
assert abs(F0 - F0_quad) < 1e-6

# nucleus removed: finite-basis eigenvalues stay on the continuum curves
free = np.linalg.eigvals(rotated(*one_electron(0.0, N, Z, gam), 0.2))
p2 = (free**2 - c2**2) * np.exp(0.4j) / c2
assert (p2.real > 0).all() and np.max(abs(p2.imag / p2.real)) < 1e-6

H0 = pair_sum(h, T)
E_np = orbital_no_pair(h, H0 + V, T, N)
first_order = 2 * e1s + F0
assert 0 < first_order - E_np < 0.3

print(f"speed of light c = {c:.6f} a.u.; c^2 = {c2:.4f} Eh")
print(f"Z = {Z:.0f}, N = {N}, exponent = {Z:.0f} 1/bohr, gam = {gam:.6f}")
print(f"symmetric pair functions: {len(pairs)}; ++ states: {N*(N+1)//2}")
print(f"closest ++/+- distance, kmax = {kmax:.0f} mc, theta = {th_gap} rad:")
print(f"  search {search.fun:.5f}, large-k law {gap_formula:.5f} mc^2")
print(f"1s energy minus c^2: {e1s-c2:.6f} Eh")
print(f"1s1s repulsion F0: {F0:.6f} Eh")
print(f"first-order pair energy minus 2c^2: {first_order-2*c2:.6f} Eh")
print(f"orbital no-pair energy minus 2c^2: {E_np-2*c2:.6f} Eh")
print(f"  the same: {(E_np-2*c2)*constants.value('Hartree energy in eV'):.3f}"
      " eV")

print("wedge projection: theta/rad, kept, Re and Im of E-E(no-pair)/mEh")
for th in (0.1, 0.2, 0.3):
    ht = rotated(mass, scaled, th)
    e, X = np.linalg.eig(ht)
    sel = (np.exp(1j * th) * e).real > 0
    assert sel.sum() == N
    p = X[:, sel] @ np.linalg.inv(X)[sel]
    H0t, Vt = pair_sum(ht, T), np.exp(-1j * th) * V
    E, wgt, kept, P = projected_level(
        H0t, Vt, lambda z: in_wedge(z, th), 2 * e1s)
    assert kept == N * (N + 1) // 2
    assert np.max(abs(P - T.T @ np.kron(p, p) @ T)) < 1e-6
    assert abs(E - E_np) < 1e-3  # finite-basis dependence on the angle
    d = 1e3 * (E - E_np)
    print(f"  {th:.1f}  {kept}  {d.real:.5f}  {d.imag:.5f}")
    allE = np.linalg.eigvals(H0t + Vt)
    d = 1e3 * (allE[np.argmin(abs(allE - E_np))] - E_np)
    print(f"       unprojected: {d.real:.5f}  {d.imag:.5f}")

# ---- energy cuts, and stability against the basis exponent ----
print("exponent/Z | no-pair E-2c^2 in Eh | deviations from it in mEh:")
print("  wedge(0.2 rad), cut below 2e(1s), cut at 0 | +- kept | 1s1s weights")
for ratio in (0.8, 0.9, 1.0, 1.1, 1.25):
    lam = ratio * Z
    m_, s_ = one_electron(Z, N, lam, gam)
    h_ = rotated(m_, s_, 0)
    H0_, V_ = pair_sum(h_, T), pair_repulsion(N, lam, gam, T)[0]
    ref = orbital_no_pair(h_, H0_ + V_, T, N)
    Ew = projected_level(pair_sum(rotated(m_, s_, 0.2), T),
                         np.exp(-0.2j) * V_,
                         lambda z: in_wedge(z, 0.2), 2 * e1s)[0]
    high = projected_level(H0_, V_, lambda z: z > 2 * e1s - 1, 2 * e1s)
    zero = projected_level(H0_, V_, lambda z: z > 0, 2 * e1s)
    extra = [r[2] - N * (N + 1) // 2 for r in (high, zero)]
    assert min(extra) > 0
    dev = [1e3 * (np.real(q) - ref) for q in (Ew, high[0], zero[0])]
    print(f"  {ratio:.2f} | {ref-2*c2:.6f} | {dev[0]:.5f}, {dev[1]:.5f}, "
          f"{dev[2]:.5f} | {extra[0]}, {extra[1]} | "
          f"{high[1]:.5f}, {zero[1]:.5f}")

# ---- a pair basis that is not a product of one-electron spaces ----
tri = (pairs % N).sum(axis=1) <= N - 1
large_large = int(np.sum(tri & (pairs < N).all(axis=1)))
Vtri = V[np.ix_(tri, tri)]
print(f"triangular basis: {tri.sum()} functions, {large_large} large-large")
for th in (0.1, 0.2, 0.3):
    Ht = pair_sum(rotated(mass, scaled, th), T)[np.ix_(tri, tri)]
    E, wgt, kept, P = projected_level(
        Ht, np.exp(-1j * th) * Vtri, lambda z: in_wedge(z, th), 2 * e1s)
    d = 1e3 * (E - E_np)
    print(f"  wedge {th:.1f} rad: kept {kept}, E-E(no-pair, product) = "
          f"{d.real:.5f} {d.imag:+.5f}i mEh")
E, wgt, kept, P = projected_level(
    H0[np.ix_(tri, tri)], Vtri, lambda z: z > 2 * e1s - 1, 2 * e1s)
print(f"  cut below 2e(1s): kept {kept}, deviation "
      f"{1e3*(np.real(E)-E_np):.5f} mEh")

# ---- label audit for harder finite bases ----
print("audit at 0.2 rad: Z, N, ++ lost, +- intruding, min Im(w+)/c^2")
for Zt, Nt in ((50.0, 12), (80.0, 12), (80.0, 24)):
    lost, intruding, margin = label_audit(Zt, Nt, 0.2)
    print(f"  {Zt:.0f}  {Nt}  {lost}  {intruding}  {margin:.6f}")

print("finished without a failed check")
```

It fails:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 Eh
Z = 50, N = 12, exponent = 50 1/bohr, gam = 0.931059
symmetric pair functions: 300; ++ states: 78
closest ++/+- distance, kmax = 40 mc, theta = 0.3 rad:
  search 0.05645, large-k law 0.05646 mc^2
1s energy minus c^2: -1294.626149 Eh
1s1s repulsion F0: 32.925132 Eh
first-order pair energy minus 2c^2: -2556.327166 Eh
orbital no-pair energy minus 2c^2: -2556.469145 Eh
  the same: -69565.069 eV
wedge projection: theta/rad, kept, Re and Im of E-E(no-pair)/mEh
  0.1  78  -0.00098  0.00584
       unprojected: 0.65227  0.00067
  0.2  78  -0.00377  0.01100
       unprojected: 0.65067  0.00091
  0.3  78  -0.00800  0.01489
       unprojected: 0.64851  0.00027
exponent/Z | no-pair E-2c^2 in Eh | deviations from it in mEh:
  wedge(0.2 rad), cut below 2e(1s), cut at 0 | +- kept | 1s1s weights
Traceback (most recent call last):
  File "check.py", line 239, in <module>
    assert min(extra) > 0
           ^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed test claimed that a cut just below 2ε(1s) lets mixed +− states through in every basis. That holds in a complete basis, but a small basis contains such a state only if its highest positive one-electron energy, added to its highest negative one, exceeds the cut; with exponent 40 and 12 functions it does not, so the fault was in the claim. The test now requires the number of intruders under each cut to equal an independent count from one-electron energies, requires intruders in every basis for the cut at zero, and, for the upper cut, requires them in a basis of 24 functions, with counts printed as the basis grows. The exponents scanned are now 0.8, 1.0, 1.25 and 1.6 times Z, to show both situations; no tolerance is changed, but the upper cut is no longer claimed to fail in small bases.

Diff:

```diff
@@ -4,5 +4,6 @@
 # electrons (++) exactly when w = exp(i theta) E has Re w > 0 and Im w > 0.
 # The spectral projector on this wedge gives the no-pair Dirac-Coulomb energy.
-# A cut on the real energy axis instead retains mixed (+-) states.
+# A cut on the real energy axis retains mixed (+-) states once the basis
+# reaches high enough one-electron energies.
 # SYMBOLS (Hartree atomic units)
 #   c speed of light, Z point nuclear charge, kappa = -1 (s1/2 electrons)
@@ -126,4 +127,10 @@
 
 
+def mixed_above(h, cut):
+    """Number of +- pairs above the cut, from one-electron energies."""
+    e = np.linalg.eigvalsh(h)
+    return int(np.sum(e[e > 0][:, None] + e[e < 0] > cut)), e[-1]
+
+
 def label_audit(Z, N, theta):
     """Compare wedge labels with labels of the one-electron summands."""
@@ -223,7 +230,8 @@
 
 # ---- energy cuts, and stability against the basis exponent ----
+cut_high = 2 * e1s - 1
 print("exponent/Z | no-pair E-2c^2 in Eh | deviations from it in mEh:")
 print("  wedge(0.2 rad), cut below 2e(1s), cut at 0 | +- kept | 1s1s weights")
-for ratio in (0.8, 0.9, 1.0, 1.1, 1.25):
+for ratio in (0.8, 1.0, 1.25, 1.6):
     lam = ratio * Z
     m_, s_ = one_electron(Z, N, lam, gam)
@@ -234,12 +242,22 @@
                          np.exp(-0.2j) * V_,
                          lambda z: in_wedge(z, 0.2), 2 * e1s)[0]
-    high = projected_level(H0_, V_, lambda z: z > 2 * e1s - 1, 2 * e1s)
+    high = projected_level(H0_, V_, lambda z: z > cut_high, 2 * e1s)
     zero = projected_level(H0_, V_, lambda z: z > 0, 2 * e1s)
     extra = [r[2] - N * (N + 1) // 2 for r in (high, zero)]
-    assert min(extra) > 0
+    assert extra == [mixed_above(h_, cut_high)[0], mixed_above(h_, 0)[0]]
+    assert extra[1] > 0
     dev = [1e3 * (np.real(q) - ref) for q in (Ew, high[0], zero[0])]
     print(f"  {ratio:.2f} | {ref-2*c2:.6f} | {dev[0]:.5f}, {dev[1]:.5f}, "
           f"{dev[2]:.5f} | {extra[0]}, {extra[1]} | "
           f"{high[1]:.5f}, {zero[1]:.5f}")
+
+# ---- the upper cut loses its selectivity as the basis grows ----
+print(f"cut below 2e(1s), exponent = Z; 2e(1s)+c^2 = {(2*e1s+c2)/c2:.4f} c^2")
+print("  N, highest one-electron energy/c^2, +- states above the cut")
+for Nb in (6, 12, 18, 24):
+    count, top = mixed_above(
+        rotated(*one_electron(Z, Nb, Z, gam), 0), cut_high)
+    print(f"  {Nb}  {top/c2:.4f}  {count}")
+assert count > 0  # largest basis of the series
 
 # ---- a pair basis that is not a product of one-electron spaces ----
@@ -256,5 +274,5 @@
           f"{d.real:.5f} {d.imag:+.5f}i mEh")
 E, wgt, kept, P = projected_level(
-    H0[np.ix_(tri, tri)], Vtri, lambda z: z > 2 * e1s - 1, 2 * e1s)
+    H0[np.ix_(tri, tri)], Vtri, lambda z: z > cut_high, 2 * e1s)
 print(f"  cut below 2e(1s): kept {kept}, deviation "
       f"{1e3*(np.real(E)-E_np):.5f} mEh")
```

After the repair:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 Eh
Z = 50, N = 12, exponent = 50 1/bohr, gam = 0.931059
symmetric pair functions: 300; ++ states: 78
closest ++/+- distance, kmax = 40 mc, theta = 0.3 rad:
  search 0.05645, large-k law 0.05646 mc^2
1s energy minus c^2: -1294.626149 Eh
1s1s repulsion F0: 32.925132 Eh
first-order pair energy minus 2c^2: -2556.327166 Eh
orbital no-pair energy minus 2c^2: -2556.469145 Eh
  the same: -69565.069 eV
wedge projection: theta/rad, kept, Re and Im of E-E(no-pair)/mEh
  0.1  78  -0.00098  0.00584
       unprojected: 0.65227  0.00067
  0.2  78  -0.00377  0.01100
       unprojected: 0.65067  0.00091
  0.3  78  -0.00800  0.01489
       unprojected: 0.64851  0.00027
exponent/Z | no-pair E-2c^2 in Eh | deviations from it in mEh:
  wedge(0.2 rad), cut below 2e(1s), cut at 0 | +- kept | 1s1s weights
  0.80 | -2556.469126 | -0.00863, -0.00000, 0.04163 | 0, 43 | 0.99990, 0.99990
  1.00 | -2556.469145 | -0.00377, 0.00000, 0.05419 | 0, 47 | 0.99990, 0.99990
  1.25 | -2556.469155 | -0.00174, -0.00056, 0.04744 | 6, 50 | 0.99990, 0.99990
  1.60 | -2556.469160 | -0.00078, -0.00035, 0.03505 | 9, 52 | 0.99990, 0.99990
cut below 2e(1s), exponent = Z; 2e(1s)+c^2 = 2.8621 c^2
  N, highest one-electron energy/c^2, +- states above the cut
  6  1.5081  0
  12  2.4861  0
  18  3.5306  15
  24  4.5955  22
triangular basis: 162 functions, 42 large-large
  wedge 0.1 rad: kept 42, E-E(no-pair, product) = 0.05668 +0.02355i mEh
  wedge 0.2 rad: kept 42, E-E(no-pair, product) = 0.04549 +0.04443i mEh
  wedge 0.3 rad: kept 42, E-E(no-pair, product) = 0.02846 +0.06032i mEh
  cut below 2e(1s): kept 42, deviation 0.06058 mEh
audit at 0.2 rad: Z, N, ++ lost, +- intruding, min Im(w+)/c^2
  50  12  0  0  0.059770
  80  12  0  0  0.036972
  80  24  0  0  0.019205
finished without a failed check
```
